# Thermodynamic factor of a lithium alloy from its cell voltage: verification in Python

```python
"""
Result under test: d ln a / d ln x = -(e x / kT) dE/dx
  x : atomic fraction of lithium in a single-phase binary alloy
  a : lithium activity, equal to 1 for pure lithium
  E : equilibrium voltage of the alloy against pure lithium (V)
  T : temperature (K); one electron passes per lithium atom
The test alloy is a regular solution with interaction w (in units of kT).
Its voltage comes from numerical derivatives of the total Gibbs energy;
its activity comes from the closed regular-solution expression.
"""
import numpy as np
from scipy.constants import k, e
from scipy.optimize import brentq
from scipy.special import xlogy

T = 700.0
x0 = 0.2
slope = -0.5
kT = k * T / e          # thermal voltage, V


def gibbs(n_li, n_host, w):
    """Total Gibbs energy of mixing in eV, pure elements as zero."""
    n = n_li + n_host
    return kT * (xlogy(n_li, n_li / n) + xlogy(n_host, n_host / n)
                 + w * n_li * n_host / n)


def voltage(x, w, h=1e-4):
    """Work per unit charge when lithium enters the alloy."""
    return -(gibbs(x + h, 1 - x, w) - gibbs(x - h, 1 - x, w)) / (2 * h)


def host_potential(x, w, h=1e-4):
    return (gibbs(x, 1 - x + h, w) - gibbs(x, 1 - x - h, w)) / (2 * h)


def derivative(f, z, h=1e-4):
    return (f(z + h) - f(z - h)) / (2 * h)


def ln_activity(x, w):
    return np.log(x) + w * (1 - x) ** 2


def activity_factor(x, w, h=1e-4):
    """Logarithmic derivative of the activity, taken in ln x."""
    up, down = x * np.exp(h), x * np.exp(-h)
    return (ln_activity(up, w) - ln_activity(down, w)) / (2 * h)


def factor_from_slope(x, dEdx, thermal_voltage=kT):
    return -x * dEdx / thermal_voltage


# General relation, for several alloys and compositions
worst = 0.0
for w in (-4.0, -1.0, 0.0, 1.5):
    for x in (0.1, 0.2, 0.5, 0.8):
        dEdx = derivative(lambda z: voltage(z, w), x)
        worst = max(worst, abs(factor_from_slope(x, dEdx)
                               - activity_factor(x, w)))
assert worst < 1e-4     # finite-difference truncation and rounding

# Model alloy whose voltage has the given slope at x0
w_fit = brentq(lambda w: derivative(lambda z: voltage(z, w), x0) - slope,
               -10, 3)
result = factor_from_slope(x0, slope)
model_result = activity_factor(x0, w_fit)
assert abs(result - model_result) < 1e-4

# The host has the same factor
host_factor = -(1 - x0) * derivative(
    lambda z: host_potential(z, w_fit), x0) / kT
assert abs(host_factor - result) < 1e-4

# Ideal solution: slope from its Gibbs energy against -kT/(e x)
ideal_slope = derivative(lambda z: voltage(z, 0.0), x0)
assert abs(ideal_slope + kT / x0) < 1e-5

# Activity coefficient rises with lithium content
ln_gamma_slope = derivative(
    lambda z: ln_activity(z, w_fit) - np.log(z), x0) * x0
assert ln_gamma_slope > 0
assert abs(1 + ln_gamma_slope - result) < 1e-4

# Hand check over a small composition interval
xa, xb = 0.19, 0.21
ln_ratio = -slope * (xb - xa) / kT
hand_factor = ln_ratio / np.log(xb / xa)
assert abs(hand_factor / result - 1) < 0.005
model_ln_ratio = ln_activity(xb, w_fit) - ln_activity(xa, w_fit)
assert abs(model_ln_ratio / ln_ratio - 1) < 0.005

# Dilute limit: true factor tends to 1, a straight voltage line gives 0
x_dilute = 0.001
dilute_factor = activity_factor(x_dilute, w_fit)
line_factor = factor_from_slope(x_dilute, slope)
assert abs(dilute_factor - 1) < 0.01 and line_factor < 0.01

# Mole ratio y = x/(1-x) as composition variable


def fraction(y):
    return y / (1 + y)


y0 = x0 / (1 - x0)
ratio_factor = y0 * derivative(
    lambda y: ln_activity(fraction(y), w_fit), y0)
assert abs(ratio_factor - (1 - x0) * result) < 1e-4

# Other reading of the question: slope per unit y, at y = 0.2
y_alt = 0.2
w_alt = brentq(lambda w: derivative(
    lambda y: voltage(fraction(y), w), y_alt) - slope, -10, 3)
alt_result = (1 + y_alt) * factor_from_slope(y_alt, slope)
assert abs(activity_factor(fraction(y_alt), w_alt) - alt_result) < 1e-4

# Electronic leakage: ionic and electronic paths form a closed loop
leak = 0.01             # electronic share of the total conductance
R_ion, R_el = 1 / (1 - leak), 1 / leak


def terminal_voltage(x):
    loop = np.array([[1.0, R_ion], [1.0, -R_el]])
    return np.linalg.solve(loop, [voltage(x, w_fit), 0.0])[0]


terminal_slope = derivative(terminal_voltage, x0)
assert abs(terminal_slope / slope - (1 - leak)) < 1e-5
leak_result = result / (1 - leak)

# Other errors for the numbers of the example
slope_error = 0.05
x_error = 0.01
T_error = 5.0
high_slope = factor_from_slope(x0, slope - slope_error)
high_x = factor_from_slope(x0 + x_error, slope)
high_T = factor_from_slope(x0, slope, k * (T + T_error) / e)
c1, c2 = 0.15, 0.25
chord = (voltage(c2, w_fit) - voltage(c1, w_fit)) / (c2 - c1)
chord_result = factor_from_slope(x0, chord)


def percent(value):
    return 100 * (value / result - 1)


print(f"Temperature: {T:.0f} K")
print(f"Lithium atomic fraction x: {x0:.2f}")
print(f"Voltage slope dE/dx: {slope:.2f} V per unit fraction")
print(f"Thermal voltage kT/e: {kT:.5f} V")
print(f"d ln a/dx: {-slope / kT:.3f} (dimensionless)")
print(f"RESULT d ln a/d ln x: {result:.3f} (dimensionless)")
print(f"d ln gamma/d ln x: {result - 1:.3f} (dimensionless)")
print(f"Ideal-solution slope at x: {ideal_slope:.4f} V per unit fraction")
print(f"Largest mismatch, general test: {worst:.1e} (dimensionless)")
print(f"Fitted interaction w: {w_fit:.3f} kT")
print(f"Factor from model activity: {model_result:.3f} (dimensionless)")
print(f"Host factor in model: {host_factor:.3f} (dimensionless)")
print(f"Hand check from x = {xa:.2f} to {xb:.2f}:")
print(f"  voltage change: {1000 * slope * (xb - xa):.1f} mV")
print(f"  ln of activity ratio: {ln_ratio:.4f} (dimensionless)")
print(f"  activity ratio: {np.exp(ln_ratio):.3f} (dimensionless)")
print(f"  ln of composition ratio: {np.log(xb / xa):.4f} (dimensionless)")
print(f"  quotient of logarithms: {hand_factor:.3f} (dimensionless)")
print(f"Dilute alloy, x = {x_dilute:.3f}:")
print(f"  factor of model alloy: {dilute_factor:.3f} (dimensionless)")
print(f"  factor of straight line: {line_factor:.4f} (dimensionless)")
print(f"Mole ratio y at x = {x0:.2f}: {y0:.2f} (dimensionless)")
print(f"d ln a/d ln y there: {ratio_factor:.3f} (dimensionless)")
print(f"If slope is per unit y, at y = {y_alt:.2f}:")
print(f"  atomic fraction x: {fraction(y_alt):.4f} (dimensionless)")
print(f"  d ln a/d ln x: {alt_result:.3f} (dimensionless)")
print("Changes in the result from errors and neglected effects:")
print(f"  slope steeper by {slope_error:.2f} V: {percent(high_slope):+.1f} %")
print(f"  x higher by {x_error:.2f}: {percent(high_x):+.1f} %")
print(f"  T higher by {T_error:.0f} K: {percent(high_T):+.1f} %")
print(f"  correcting {100 * leak:.0f} % leakage: {percent(leak_result):+.1f} %")
print(f"  chord x = {c1:.2f} to {c2:.2f}: {percent(chord_result):+.1f} %")
print(f"  chord slope: {chord:.4f} V per unit fraction")
print("all good")
```

Running it gives:

```
Temperature: 700 K
Lithium atomic fraction x: 0.20
Voltage slope dE/dx: -0.50 V per unit fraction
Thermal voltage kT/e: 0.06032 V
d ln a/dx: 8.289 (dimensionless)
RESULT d ln a/d ln x: 1.658 (dimensionless)
d ln gamma/d ln x: 0.658 (dimensionless)
Ideal-solution slope at x: -0.3016 V per unit fraction
Largest mismatch, general test: 6.7e-07 (dimensionless)
Fitted interaction w: -2.056 kT
Factor from model activity: 1.658 (dimensionless)
Host factor in model: 1.658 (dimensionless)
Hand check from x = 0.19 to 0.21:
  voltage change: -10.0 mV
  ln of activity ratio: 0.1658 (dimensionless)
  activity ratio: 1.180 (dimensionless)
  ln of composition ratio: 0.1001 (dimensionless)
  quotient of logarithms: 1.656 (dimensionless)
Dilute alloy, x = 0.001:
  factor of model alloy: 1.004 (dimensionless)
  factor of straight line: 0.0083 (dimensionless)
Mole ratio y at x = 0.20: 0.25 (dimensionless)
d ln a/d ln y there: 1.326 (dimensionless)
If slope is per unit y, at y = 0.20:
  atomic fraction x: 0.1667 (dimensionless)
  d ln a/d ln x: 1.989 (dimensionless)
Changes in the result from errors and neglected effects:
  slope steeper by 0.05 V: +10.0 %
  x higher by 0.01: +5.0 %
  T higher by 5 K: -0.7 %
  correcting 1 % leakage: +1.0 %
  chord x = 0.15 to 0.25: +1.3 %
  chord slope: -0.5065 V per unit fraction
all good
```
